# Why a Nosé-Hoover ideal gas rings forever as a Toda oscillator

**Question**

To test a Nosé-Hoover thermostat I switched off all forces, leaving 64 free particles with zero total momentum. The target is 300 K, but I started the velocities at 30 K. I expected the temperature to rise to 300 K and then fluctuate. Instead it shoots above 1100 K, falls back to 30 K, and repeats this about every half picosecond. After twenty spikes nothing has decayed, yet the time-averaged temperature is 300 K.

I was told that the logarithm of the kinetic energy obeys the equation of a Toda oscillator, and that a Nosé-Hoover chain behaves differently. How does one show this? What fixes the height, width and spacing of the spikes, why are the hot and cold swings so unequal, and does a chain really damp them?

**Answer**

Your integrator is not at fault. Without forces, the kinetic energy and the thermostat form a closed system with one conserved quantity, and that system has no damping.

**From the thermostat to the Toda equation**

Let \(K=\sum_i p_i^2/2m\) be the kinetic energy, \(T\) the target temperature and \(g\) the number of degrees of freedom. The equations of motion are

\[
\dot{\mathbf p}_i=-\xi\,\mathbf p_i,\qquad Q\dot\xi=2K-gk_BT .
\]

The total momentum obeys \(\dot{\mathbf P}=-\xi\mathbf P\), so it stays zero if it starts at zero. Hence \(g=3N-3\). Differentiating \(K\) gives

\[
\dot K=\sum_i\frac{\mathbf p_i\cdot\dot{\mathbf p}_i}{m}=-\xi\sum_i\frac{p_i^2}{m}=-2\xi K .
\]

The right side is proportional to \(K\), which suggests taking a logarithm. With \(K_0=gk_BT/2\), the kinetic energy at the target temperature, define

\[
u=\ln\frac{K}{K_0},\qquad \dot u=\frac{\dot K}{K}=-2\xi .
\]

Differentiate once more, and use \(2K-gk_BT=2K_0(e^u-1)=gk_BT(e^u-1)\):

\[
\ddot u=-2\dot\xi=-\omega^2\left(e^u-1\right),\qquad \omega^2=\frac{2gk_BT}{Q}.
\]

This is the equation of a particle in a one-dimensional Toda potential. No approximation has been made beyond the absence of forces.

**Why it never decays**

Use the scaled time \(s=\omega t\), with \(v=du/ds\). Then \(dv/ds=-(e^u-1)\). Multiplying by \(v\) and integrating gives the constant

\[
\varepsilon=\tfrac12v^2+V(u),\qquad V(u)=e^u-1-u .
\]

Since \(V''=e^u>0\), the potential has a single minimum, \(V(0)=0\), and it rises without limit on both sides. For \(\varepsilon>0\) the motion is confined between two turning points. The force there is not zero, so each is reached in a finite time and the orbit closes. The one exception is \(K=K_0\) with \(\xi=0\), where \(K\) stays constant.

The walls are unequal. For \(u>0\) the restoring force grows exponentially; for \(u<0\) its magnitude never exceeds 1 in scaled units. The system therefore rebounds quickly from the hot side and lingers on the cold side. The asymmetry is between hot and cold: since the equation is unchanged by time reversal, each spike is symmetric in time about its peak.

At a turning point \(v=0\), so \(x=K/K_0=e^u\) satisfies

\[
x-\ln x=1+\varepsilon
\;\Longrightarrow\;
-x\,e^{-x}=-e^{-(1+\varepsilon)}
\;\Longrightarrow\;
x=-W\!\left(-e^{-(1+\varepsilon)}\right).
\]

The two real branches of the Lambert function \(W\) give the valley and the peak. If \(\xi(0)=0\), then \(\varepsilon=x(0)-1-\ln x(0)\), which does not contain \(Q\). Changing the thermostat mass then changes the rhythm but not the height of the spikes.

**Period and spike width**

From \(v=\pm\sqrt{2(\varepsilon-V)}\), the period is

\[
P=\frac{2}{\omega}\int_{u_{\min}}^{u_{\max}}\frac{du}{\sqrt{2[\varepsilon-V(u)]}} .
\]

*Small amplitude.* Replace \(u\) by a variable \(y\) of the same sign, defined by \(V(u)=y^2/2\), and expand \(u=y+ay^2+by^3+\dots\). Inserting this into \(u^2/2+u^3/6+u^4/24+\dots=y^2/2\) gives, at orders \(y^3\) and \(y^4\),

\[
a+\tfrac16=0,\qquad \tfrac12a^2+b+\tfrac12a+\tfrac1{24}=0 ,
\]

so \(a=-1/6\) and \(b=1/36\). With \(y=\sqrt{2\varepsilon}\sin\theta\), the period becomes

\[
P=\frac2\omega\int_{-\pi/2}^{\pi/2}\left(1+2ay+3by^2+\dots\right)d\theta .
\]

The odd term integrates to zero and \(y^2\) averages to \(\varepsilon\). Therefore

\[
P\simeq\frac{2\pi}{\omega}\left(1+\frac{\varepsilon}{12}\right).
\]

*Large amplitude.* In the valley \(e^u\) is negligible and \(dv/ds\simeq1\), so \(u(s)\) is a parabola. The velocity runs from about \(-\sqrt{2\varepsilon}\) to \(+\sqrt{2\varepsilon}\) at unit rate. The spike takes a much shorter time, which leaves \(P\simeq2\sqrt{2\varepsilon}/\omega\).

Near a tall peak of height \(A=K_{\max}/K_0\), one may instead drop the 1 and solve \(d^2u/ds^2=-e^u\). Try \(u=\ln A-2\ln\cosh(\beta s)\). The left side is \(-2\beta^2\operatorname{sech}^2(\beta s)\) and the right side is \(-A\operatorname{sech}^2(\beta s)\), so \(\beta^2=A/2\) and

\[
\frac{K}{K_0}\simeq A\,\operatorname{sech}^2\!\left(\sqrt{\tfrac A2}\,\omega t\right).
\]

Half height is reached where \(\cosh=\sqrt2\), so the full width at half maximum is

\[
\Delta t\simeq\frac{2\operatorname{arcosh}\sqrt2}{\omega}\sqrt{\frac2A}.
\]

At \(A=400\), the numerically integrated period and width exceed these large-amplitude formulas by 1.1% and 0.14%.

**Your run in numbers**

You did not give \(Q\) or the particle mass. I take \(Q=gk_BT\tau^2\) with \(\tau=100\) fs, which reproduces your half-picosecond spacing, and a mass of 40 atomic mass units, which drops out of the equation for \(u\). For 64 particles \(g=189\), and

\[
\omega=\sqrt{\frac{2(189)(4.14195\times10^{-21}\ \mathrm J)}{7.82828\times10^{-45}\ \mathrm{J\,s^2}}}
=1.41421\times10^{13}\ \mathrm{s^{-1}} .
\]

The start at 30 K with \(\xi=0\) has \(x(0)=0.1\), hence

\[
\varepsilon=0.1-1+2.30259=1.40259 .
\]

The upper turning point is \(x=3.71495\), so the spikes reach \(3.71495\times300\ \mathrm K=1114.5\) K. Integrating all particle velocities gives 1114.49 K for the first spike and the same for the twentieth, 9.7 ps after the start.

The period is 497.2 fs, both from the integral and from the particle dynamics. The small-amplitude formula gives \(444.29\times(1+1.40259/12)=496.2\) fs, only 0.2% below it. The large-amplitude period would be about 237 fs, so this orbit is far from that limit. The spike width is 109.7 fs, while the \(\operatorname{sech}^2\) formula gives about 91 fs, or 17% less. The gas is hotter than the target for 33% of the time.

**Why the average looks right**

Over one period \(\dot u\) returns to its initial value, so \(\langle\ddot u\rangle=0\). The Toda equation then gives \(\langle e^u\rangle=1\), or

\[
\langle K\rangle=K_0 .
\]

This holds on every orbit, so the mean temperature cannot reveal the problem. The fluctuations can. In the canonical ensemble \(K\) has the density \(K^{g/2-1}e^{-K/k_BT}\), with mean \(gk_BT/2\) and variance \(g(k_BT)^2/2\). Therefore

\[
\left\langle\left(\frac K{K_0}-1\right)^2\right\rangle_{\rm can}
=\frac{g(k_BT)^2/2}{(gk_BT/2)^2}=\frac2g .
\]

For \(g=189\) this is 0.01058, a temperature spread of 30.9 K. Your orbit has 1.328, a spread of 346 K.

A better starting temperature reduces the ringing but does not produce the canonical ensemble. A start at 270 K swings between 270.0 and 332.1 K. For small \(\varepsilon\), \((e^u-1)^2\simeq u^2\) averages to \(\varepsilon\), here \(0.9-1-\ln0.9=0.0054\), so the spread is about 22 K, which is too small. Some amplitude would match the canonical variance, but no single orbit has the canonical distribution: each has sharp upper and lower limits, and the canonical density has none inside \(0<K<\infty\).

**What a chain changes**

For three thermostats, the equations are

\[
\begin{aligned}
\dot\xi_1&=\frac{2K-gk_BT}{Q_1}-\xi_1\xi_2,\\
\dot\xi_2&=\frac{Q_1\xi_1^2-k_BT}{Q_2}-\xi_2\xi_3,\\
\dot\xi_3&=\frac{Q_2\xi_2^2-k_BT}{Q_3},
\end{aligned}
\]

with \(\dot u=-2\xi_1\). Now \(\ddot u=-2\dot\xi_1\) contains the extra term \(2\xi_1\xi_2=-\xi_2\dot u\):

\[
\ddot u=-\omega^2(e^u-1)-\xi_2\dot u,\qquad \omega^2=\frac{2gk_BT}{Q_1}.
\]

For the Toda energy \(E=\dot u^2/2+\omega^2V(u)\) this means

\[
\dot E=\dot u\left[\ddot u+\omega^2(e^u-1)\right]=-\xi_2\dot u^2 .
\]

The first thermostat still creates the Toda oscillator, and the remaining two act as a thermostat on that oscillator. In your single-thermostat run \(\langle Q\xi^2\rangle=125\,k_BT\). In a chain, ringing of that strength makes the first term of \(\dot\xi_2\) large and positive on average over a swing. Then \(\xi_2\) rises and drains \(E\). If the ringing is too weak, the same term is negative and can drive \(\xi_2\) below zero, which feeds \(E\).

The canonical density is stationary under this flow. Take

\[
\ln\rho=\frac g2\left(u-e^u\right)-\sum_{j=1}^3\frac{Q_j\xi_j^2}{2k_BT}+\text{const}.
\]

With \(z=(u,\xi_1,\xi_2,\xi_3)\), stationarity requires \(\sum_i(\partial\dot z_i/\partial z_i+\dot z_i\,\partial\ln\rho/\partial z_i)=0\). The four contributions are

\[
\begin{aligned}
u:&\quad g\xi_1(e^u-1),\\
\xi_1:&\quad -\xi_2-g\xi_1(e^u-1)+Q_1\xi_1^2\xi_2/k_BT,\\
\xi_2:&\quad -\xi_3-Q_1\xi_1^2\xi_2/k_BT+\xi_2+Q_2\xi_2^2\xi_3/k_BT,\\
\xi_3:&\quad -Q_2\xi_2^2\xi_3/k_BT+\xi_3 ,
\end{aligned}
\]

and they cancel in pairs. Since \(du=dx/x\), the density of \(x=K/K_0\) is proportional to \(x^{g/2-1}e^{-gx/2}\), the canonical one.

Stationarity alone does not guarantee sampling. Without \(\xi_2\) and \(\xi_3\), the corresponding density is stationary for the single thermostat too, but conservation of \(E\) holds each trajectory on one closed curve. The chain removes that conservation law. Whether one trajectory then covers the whole distribution is a separate question, which I can answer only by simulation.

I used \(Q_1=Q\) and \(Q_2=Q_3=k_BT\tau^2\), with 10 ps of settling and 250 ps of averaging:

- From 30 K, the highest temperature during settling is 403 K instead of 1114 K. The later mean is 300.2 K and the spread 31.5 K.
- From 600 K, the later mean is 299.9 K and the spread 31.3 K.

Both spreads are within 2% of the canonical 30.9 K; the sampling error of runs this short was not estimated, so part of that closeness may be luck, and only the mean and spread, not the full shape of the distribution, were compared. The averages of \(Q_1\xi_1^2\) are about \(1.06\,k_BT\), 6% above the canonical value; these two runs do not settle whether that is more than sampling error.

The chain is nevertheless not a true damper. Its equations are unchanged when time and all \(\xi_j\) change sign, and in the late part of both runs \(\xi_2\) takes both signs. Because the stationary density can be normalized, Poincaré recurrence applies: almost every start is eventually approached again, though the wait may be far longer than any simulation. The single thermostat rings forever. In the two chain runs the large initial swing was gone after settling: the temperature then stayed between 191 and 443 K, with nearly the same mean and spread from both starts. Weaker traces of the start last longer than the settling time. Averaged over only the first 80 ps after settling, runs started very close to 600 K give a spread of about 32 K and \(\langle Q_1\xi_1^2\rangle\approx1.17\,k_BT\), while runs started very close to 30 K give about 31 K and \(1.01\,k_BT\). Ten picoseconds remove the large swing but not all memory of the start.

**What neither thermostat can do here**

Each momentum changes only by a common factor:

\[
\mathbf p_i(t)=\mathbf p_i(0)\sqrt{\frac{K(t)}{K(0)}} .
\]

This also holds with a chain, where \(\xi_1\) replaces \(\xi\). No particle changes direction, and the ratios of the particles' speeds stay fixed. In these runs the chain brought the mean and spread of the total kinetic energy close to their canonical values, but a chain shared by all particles cannot repair the distribution of individual momenta, because it rescales them all by the same factor. A separate chain on each momentum component is free of this limit, although without forces it still cannot reverse the sign of a component.

Forces add the power \(\sum_i\mathbf F_i\cdot\mathbf p_i/m\) to \(\dot K\), so \(u\) and \(\xi\) no longer form a closed system and the Toda energy is no longer conserved. For forces derived from a potential energy \(U\), that power equals \(-\dot U\), so \(d(K+U)/dt=-2\xi K\). As long as the changes of \(U\) stay small compared with \(K\), the motion follows the Toda orbit approximately over a limited time. A gas dilute enough to meet this condition, started at a poor temperature, should therefore show similar spikes at first; that case was not simulated here. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
particles N = 64, degrees of freedom g = 189
particle mass = 6.64216e-26 kg
target T = 300 K, start = 30 K, tau = 100 fs
kB T = 4.14195e-21 J, K0 = 3.91414e-19 J
Q = 7.82828e-45 J s^2, Q2 = Q3 = 4.14195e-47 J s^2
omega = 1.41421e+13 s^-1
small-amplitude period = 444.29 fs
u at start = -2.30259, scaled Toda energy = 1.40259
peak K/K0 = 3.71495, peak u = 1.31237
peak temperature (formula) = 1114.49 K
spike 1 temperature (particles) = 1114.49 K
spike 20 temperature (particles) = 1114.49 K
period (quadrature) = 497.186 fs
period (particles) = 497.186 fs
first spike at = 248.59 fs
last spike at = 9695.1 fs
spike full width at half maximum = 109.70 fs
fraction of time above target = 0.3289
mean temperature, single (particles) = 300.000 K
relative variance of K, single = 1.32764
relative variance of K, canonical = 0.010582
temperature spread, single = 345.67 K
temperature spread, canonical = 30.86 K
mean Q xi^2/(kB T), single = 125.46
A = 400: period / ballistic formula = 1.0106
A = 400: width / sech^2 formula = 1.0014
start 150 K: range 150.0 to 526.9 K, period 451.5 fs
start 270 K: range 270.0 to 332.1 K, period 444.5 fs
start 600 K: range 121.9 to 600.0 K, period 455.7 fs
chain runs: first 10 ps settling, then 250 ps averaged
chain from 30 K: highest T in first 10 ps = 403.3 K
  late range = 191.5 to 416.8 K, late mean = 300.16 K
  late spread = 31.46 K, mean Q1 xi1^2/(kB T) = 1.062
  late xi2*tau from -3.93 to 3.38
chain from 600 K: highest T in first 10 ps = 600.0 K
  late range = 217.1 to 442.8 K, late mean = 299.86 K
  late spread = 31.30 K, mean Q1 xi1^2/(kB T) = 1.061
  late xi2*tau from -3.69 to 3.84
largest change of momentum direction, single = 6.1e-16
largest change of momentum direction, chain = 1.1e-16
```
